# Zone-centre valence energies under biaxial (001) strain with split-off coupling: test program

```python
"""Zone-centre valence levels under biaxial (001) strain.

Result under test (electron energies, zero at the spin-orbit centroid):
  HH = P + D/3 - S
  LH, SO = P - D/6 + S/2 +/- f/2,  f = sqrt(D^2 + 2 D S + 9 S^2)
D: split-off energy; a, b, d: deformation potentials;
S = b (e_zz - e_par); P = a (2 e_par + e_zz).
HH is linear in strain; LH is convex in S through its coupling to SO.
Internal units: meV, nm; elastic constants in GPa.
Parameters are rough typical values in the regime of silicon.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros
from scipy.constants import hbar, m_e, e as q_e, k as k_B, epsilon_0

D = 44.0
a_def, b_def, d_def = 2000.0, -2000.0, -5000.0
C11, C12 = 160.0, 64.0
gamma1, gamma2 = 4.3, 0.3       # valence-band mass parameters
field = 50.0                    # meV/nm, equal to 0.5 MV/cm
eps_r = 12.0
temperature = 300.0
kin = hbar**2 / (2 * m_e) / q_e * 1e21   # hbar^2/2m0 in meV nm^2

# Orbital angular momentum in the X, Y, Z basis, and Pauli matrices
L = np.zeros((3, 3, 3), complex)
for i, j, k in itertools.permutations(range(3)):
    L[i, j, k] = -1j * np.linalg.det(np.eye(3)[[i, j, k]])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], complex)
I2, I3 = np.eye(2), np.eye(3)
L_dot_sigma = sum(np.kron(L[i], pauli[i]) for i in range(3))


def orbital_matrix(t, a, b, d):
    """Cubic-invariant 3x3 matrix linear in the symmetric tensor t."""
    l, m, n = a + 2 * b, a - b, np.sqrt(3) * d
    out = n * np.array(t, float)
    for i in range(3):
        out[i, i] = l * t[i, i] + m * (np.trace(t) - t[i, i])
    return out


def hamiltonian(strain, split=D):
    orb = orbital_matrix(strain, a_def, b_def, d_def)
    return np.kron(orb, I2) + split / 3 * L_dot_sigma


def biaxial(e_par):
    return np.diag([e_par, e_par, -2 * C12 / C11 * e_par])


def traceless(S):
    """Volume-conserving tetragonal strain with the given S."""
    return np.diag([-1.0, -1.0, 2.0]) * S / (3 * b_def)


def root_f(S, split=D):
    return np.sqrt(split**2 + 2 * split * S + 9 * S**2)


def closed_levels(S, split=D):
    f = root_f(S, split)
    mid = -split / 6 + S / 2
    return np.array([split / 3 - S, mid + f / 2, mid - f / 2])


def lh_slope(S):
    return 0.5 + (D + 9 * S) / (2 * root_f(S))


plus = np.array([1, 1j, 0]) / np.sqrt(2)
z_orb = np.array([0, 0, 1.0])
up, down = np.array([1.0, 0]), np.array([0, 1.0])
hh = np.kron(plus, up)
half = np.column_stack([np.kron(plus, down), np.kron(z_orb, up)])


def lh_numeric(S, split=D):
    block = half.conj().T @ hamiltonian(traceless(S), split) @ half
    return np.linalg.eigvalsh(block)[-1]


# Free surface: minimise the elastic energy over the normal strain
def elastic_energy(ezz, ep=1.0):
    return (0.5 * C11 * (2 * ep**2 + ezz**2)
            + C12 * (ep**2 + 2 * ep * ezz))


relaxed = minimize_scalar(elastic_energy)
modulus = C11 + C12 - 2 * C12**2 / C11
assert abs(relaxed.x + 2 * C12 / C11) < 1e-6
assert abs(relaxed.fun - modulus) < 1e-6

# Cubic group: number of invariant constants, and covariance
group = [np.diag(s) @ I3[list(p)]
         for p in itertools.permutations(range(3))
         for s in itertools.product([1, -1], repeat=3)]
chi = [(np.trace(g)**2 + np.trace(g @ g)) / 2 for g in group]
n_constants = np.mean(np.square(chi))
assert abs(n_constants - 3) < 1e-12
t_any = np.array([[.3, .1, -.2], [.1, -.5, .4], [-.2, .4, .7]])
for g in group:
    left = orbital_matrix(g @ t_any @ g.T, 2.0, -1.3, 0.7)
    right = g @ orbital_matrix(t_any, 2.0, -1.3, 0.7) @ g.T
    assert np.allclose(left, right, atol=1e-12)

# Spin-orbit levels without strain
so_levels = np.linalg.eigvalsh(hamiltonian(np.zeros((3, 3))))
assert np.allclose(so_levels, [-2*D/3]*2 + [D/3]*4, atol=1e-10)

# Full six-state diagonalisation against the closed levels
s_per_strain = -b_def * (1 + 2 * C12 / C11)
p_per_strain = a_def * (2 - 2 * C12 / C11)
for ep in np.linspace(-0.03, 0.03, 25):
    H = hamiltonian(biaxial(ep))
    formula = closed_levels(s_per_strain * ep) + p_per_strain * ep
    assert np.allclose(np.linalg.eigvalsh(H),
                       np.sort(np.repeat(formula, 2)), atol=1e-9)
    assert np.linalg.norm(H @ hh - formula[0] * hh) < 1e-9

# Ladder-built J states: matrix elements, and the uncoupled LH line
J_minus = (np.kron(L[0] - 1j * L[1], I2)
           + np.kron(I3, (pauli[0] - 1j * pauli[1]) / 2))
quartet = J_minus @ hh / np.sqrt(3)
c = half.conj().T @ quartet
doublet = half @ np.array([-c[1].conj(), c[0].conj()])
assert abs(np.linalg.norm(quartet) - 1) < 1e-12
for S in (-70.0, -11.0, 23.0, 90.0):
    H = hamiltonian(traceless(S))
    assert abs(np.vdot(quartet, H @ quartet) - D/3 - S) < 1e-9
    assert abs(np.vdot(doublet, H @ doublet) + 2*D/3) < 1e-9
    coupling = abs(np.vdot(quartet, H @ doublet))
    assert abs(coupling - np.sqrt(2) * abs(S)) < 1e-9
    # Slope, curvature and state weights
    h = 0.02
    e_m, e_0, e_p = [lh_numeric(S + x) for x in (-h, 0, h)]
    assert abs((e_p - e_m) / (2*h) - lh_slope(S)) < 1e-5
    curvature = 4 * D**2 / root_f(S)**3
    assert abs((e_p - 2*e_0 + e_m) / h**2 / curvature - 1) < 1e-3
    vec = half @ np.linalg.eigh(half.conj().T @ H @ half)[1][:, -1]
    z_weight = abs(np.vdot(np.kron(z_orb, up), vec))**2
    so_weight = abs(np.vdot(doublet, vec))**2
    assert abs(z_weight - (1 + lh_slope(S)) / 3) < 1e-9
    assert abs(so_weight - (1 - (D + S) / root_f(S)) / 2) < 1e-9

# Small-strain series and its range of convergence
for s in (-0.01, 0.01):
    series = 1/3 + s + 2*s**2 - 2*s**3
    assert abs(lh_numeric(s, 1.0) - series) < 5 * s**4
coef = [1.0]
for n in range(1, 81):
    known = {1: 2.0, 2: 9.0}.get(n, 0.0)
    coef.append((known - sum(coef[j] * coef[n-j]
                             for j in range(1, n))) / 2)


def series_error(s):
    total = sum(cn * s**n for n, cn in enumerate(coef))
    return abs(-1/6 + s/2 + total/2 - lh_numeric(s, 1.0))


assert max(series_error(0.25), series_error(-0.25)) < 1e-8
assert min(series_error(0.42), series_error(-0.42)) > 1.0

# Minimum of LH and the strong-strain limits
found = minimize_scalar(lh_numeric, bounds=(-D, D), method='bounded',
                        options={'xatol': 1e-7})
assert abs(found.x + 2*D/9) < 1e-3
assert abs(found.fun - 2*D/9) < 1e-8
big = 1000 * D
assert abs(lh_numeric(big) - 2 * big) < 1e-3 * D
hh_far = np.vdot(hh, hamiltonian(traceless(-big)) @ hh).real
assert abs(hh_far - lh_numeric(-big) - 2*D/3) < 1e-3 * D

# Orthorhombic strain removes the protection: every level bends
path = np.linspace(0, 0.01, 21)
ortho = np.array([np.linalg.eigvalsh(
    hamiltonian(x * np.diag([1.0, 0.5, -0.6])))[::2] for x in path])
bend = np.abs(np.diff(ortho, 2, axis=0)).max(axis=0)
assert bend.min() > 1e-3
tetra_hh = [np.vdot(hh, hamiltonian(biaxial(x)) @ hh).real
            for x in path]
assert np.abs(np.diff(tetra_hh, 2)).max() < 1e-9

# Confinement in a triangular well at zero in-plane wavevector
n_grid, dz = 300, 0.05
z = dz * np.arange(1, n_grid + 1)
kz2 = (2*np.eye(n_grid) - np.eye(n_grid, k=1)
       - np.eye(n_grid, k=-1)) / dz**2


def kinetic(k_tensor):
    return np.kron(kin * orbital_matrix(
        k_tensor, -gamma1, -2 * gamma2, 0.0), I2)


def confined_top(basis, ep):
    H0 = basis.conj().T @ hamiltonian(biaxial(ep)) @ basis
    K = basis.conj().T @ kinetic(np.diag([0, 0, 1.0])) @ basis
    one = np.eye(basis.shape[1])
    full = (np.kron(kz2, K) + np.kron(np.diag(-field * z), one)
            + np.kron(np.eye(n_grid), H0))
    top = full.shape[0] - 1
    return eigh(full, eigvals_only=True, subset_by_index=[top, top])[0]


confined = {}
for ep in (-0.01, 0.0, 0.01):
    confined[ep] = (confined_top(half, ep)
                    - confined_top(hh[:, None], ep))
airy = -ai_zeros(1)[0][0]
hh_shift = airy * (kin*(gamma1 - 2*gamma2))**(1/3) * field**(2/3)
hh_numeric = D/3 - confined_top(hh[:, None], 0.0)
assert abs(hh_numeric - hh_shift) < 0.1   # grid error of order dz^2

# In-plane mass of the top level in tension, and hole degeneracy
ep_ex = 0.01
S_ex = s_per_strain * ep_ex
H_ex = hamiltonian(biaxial(ep_ex))
kx = 0.01
drop = (np.linalg.eigvalsh(H_ex)[-1] - np.linalg.eigvalsh(
    H_ex + kinetic(np.diag([kx**2, 0, 0])))[-1])
mass = kin * kx**2 / drop
assert abs(mass * (gamma1 - gamma2 * lh_slope(S_ex)) - 1) < 1e-3
sheet = eps_r * epsilon_0 * (field * 1e6) / q_e      # per m^2
fermi = 2 * np.pi * kin / mass * sheet * 1e-18
thermal = k_B * temperature / q_e * 1e3
sheared = biaxial(ep_ex)
sheared[0, 1] = sheared[1, 0] = 0.001
shear_shift = np.abs(np.linalg.eigvalsh(hamiltonian(sheared))
                     - np.linalg.eigvalsh(H_ex)).max()

print("INPUTS (rough typical values, silicon regime)")
print(f"split-off energy D = {D:.1f} meV")
print(f"deformation potentials a, b, d = {a_def/1e3:.1f}, "
      f"{b_def/1e3:.1f}, {d_def/1e3:.1f} eV")
print(f"C11, C12 = {C11:.0f}, {C12:.0f} GPa")
print(f"mass parameters gamma1, gamma2 = {gamma1:.1f}, {gamma2:.1f}")
print(f"field = {field/100:.2f} MV/cm; permittivity = {eps_r:.0f}")
print("STRAIN")
print(f"invariant strain constants = {n_constants:.0f}")
print(f"e_zz/e_par = {relaxed.x:.3f}")
print(f"S per 1% in-plane strain = {s_per_strain/100:.2f} meV")
print(f"P per 1% in-plane strain = {p_per_strain/100:.2f} meV")
print(f"in-plane stress at +1% = {modulus*0.01:.3f} GPa")
print("LEVELS without P, in meV; strain in %")
print("strain      S      HH      LH      SO   LH-HH      2S")
for ep in (-0.01, -0.005, -0.0025, 0.0, 0.0025, 0.005, 0.01):
    S = s_per_strain * ep
    E = closed_levels(S)
    print(f"{100*ep:6.2f} {S:6.2f} {E[0]:7.2f} {E[1]:7.2f} "
          f"{E[2]:7.2f} {E[1]-E[0]:7.2f} {2*S:7.2f}")
print("LH STATE: strain in %, f in meV, slope dE/dS, weights")
for ep in (-0.01, 0.0, 0.01):
    S = s_per_strain * ep
    print(f"{100*ep:5.1f}: f={root_f(S):.2f} slope={lh_slope(S):.3f} "
          f"Z={(1+lh_slope(S))/3:.3f} "
          f"split-off={(1-(D+S)/root_f(S))/2:.3f}")
print("SPECIAL POINTS")
print(f"LH minimum: S = {found.x:.2f} meV, E = {found.fun:.2f} meV")
print(f"strain at LH minimum = {100*found.x/s_per_strain:.3f} %")
print(f"series limit |S| = {D/3:.2f} meV, "
      f"|strain| = {100*D/3/s_per_strain:.3f} %")
print(f"HH-LH limit in compression = {2*D/3:.2f} meV")
print("NEGLECTED EFFECTS")
print(f"HH confinement energy = {hh_numeric:.1f} meV "
      f"(Airy {hh_shift:.1f} meV)")
for ep, gap in confined.items():
    print(f"confined LH-HH at {100*ep:.0f}% strain = {gap:.1f} meV")
print(f"thermal energy at {temperature:.0f} K = {thermal:.1f} meV")
print(f"in-plane mass of top level at +1% = {mass:.3f} m0")
print(f"sheet hole density from field = {sheet*1e-4:.2e} cm^-2")
print(f"hole Fermi energy, one subband, 0 K = {fermi:.1f} meV")
print(f"largest shift from 0.1% shear e_xy = {shear_shift:.2f} meV")
print(f"second-order strain scale S*e = {S_ex*ep_ex:.2f} meV")
print(f"strain-dependent spin-orbit scale D*e = {D*ep_ex:.2f} meV")
print("OK")
```

It prints:

```
INPUTS (rough typical values, silicon regime)
split-off energy D = 44.0 meV
deformation potentials a, b, d = 2.0, -2.0, -5.0 eV
C11, C12 = 160, 64 GPa
mass parameters gamma1, gamma2 = 4.3, 0.3
field = 0.50 MV/cm; permittivity = 12
STRAIN
invariant strain constants = 3
e_zz/e_par = -0.800
S per 1% in-plane strain = 36.00 meV
P per 1% in-plane strain = 24.00 meV
in-plane stress at +1% = 1.728 GPa
LEVELS without P, in meV; strain in %
strain      S      HH      LH      SO   LH-HH      2S
 -1.00 -36.00   50.67   25.74  -76.40  -24.93  -72.00
 -0.50 -18.00   32.67   12.25  -44.92  -20.42  -36.00
 -0.25  -9.00   23.67    9.81  -33.47  -13.86  -18.00
  0.00   0.00   14.67   14.67  -29.33    0.00    0.00
  0.25   9.00    5.67   26.56  -32.23   20.90   18.00
  0.50  18.00   -3.33   41.78  -38.45   45.11   36.00
  1.00  36.00  -21.33   75.41  -54.08   96.75   72.00
LH STATE: strain in %, f in meV, slope dE/dS, weights
 -1.0: f=102.14 slope=-0.871 Z=0.043 split-off=0.461
  0.0: f=44.00 slope=1.000 Z=0.667 split-off=0.000
  1.0: f=129.49 slope=1.921 Z=0.974 split-off=0.191
SPECIAL POINTS
LH minimum: S = -9.78 meV, E = 9.78 meV
strain at LH minimum = -0.272 %
series limit |S| = 14.67 meV, |strain| = 0.407 %
HH-LH limit in compression = 29.33 meV
NEGLECTED EFFECTS
HH confinement energy = 165.1 meV (Airy 165.2 meV)
confined LH-HH at -1% strain = -25.8 meV
confined LH-HH at 0% strain = -12.7 meV
confined LH-HH at 1% strain = 74.1 meV
thermal energy at 300 K = 25.9 meV
in-plane mass of top level at +1% = 0.269 m0
sheet hole density from field = 3.32e+12 cm^-2
hole Fermi energy, one subband, 0 K = 29.6 meV
largest shift from 0.1% shear e_xy = 2.10 meV
second-order strain scale S*e = 0.36 meV
strain-dependent spin-orbit scale D*e = 0.44 meV
OK
```
